\section*{Charge, current and transconductance of a long MOS transistor: the EKV model}

\section*{Setting}

An n-channel MOS transistor has a p-type body with uniform acceptor density $N$, channel length $L$ and width $W$. The channel is long, so at each position $x$ between source and drain the electrostatics is one-dimensional in the depth $z$ (gradual-channel approximation). Carriers obey Boltzmann statistics and the electron mobility $\mu$ is constant. Interface charge, depletion of the gate and quantum confinement are left out.

Atomic units would be unnatural here; potentials are in volts and are measured from the neutral body. Let $U=kT/e$ with $e>0$, let $G$ be the gate voltage minus the flat-band voltage, and let $V(x)$ be the quasi-Fermi voltage of the electrons, equal to $V_S$ at the source and $V_D\ge V_S$ at the drain. The oxide capacitance per area is $C$, the body permittivity is $\varepsilon$, the intrinsic density is $n_i$, and
\[
\phi=U\ln\frac{N}{n_i},\qquad \gamma=\frac{\sqrt{2e\varepsilon N}}{C}.
\]
The mobile charge per area is $-CQ$, so $Q>0$ is a voltage.

The numerical example, device A, has round parameters: $T=300$ K, $N=10^{17}\,\mathrm{cm^{-3}}$, $n_i=10^{10}\,\mathrm{cm^{-3}}$, relative permittivities 12 (body) and 4 (oxide), oxide thickness 5 nm, $\mu=400\,\mathrm{cm^2/(V\,s)}$ and $W/L=10$. These give $U=0.025852$ V, $C=7.0834\,\mathrm{mF/m^2}$, $\gamma=0.2605\,\mathrm{V^{1/2}}$ and $\phi=0.4167$ V. The bias is $G=1.2$ V and $V_S=0$.

\section*{(a) Surface potential and mobile charge}

\textit{Relate $G$ to the surface potential $\psi_s$, and separate the mobile charge from the depletion charge.}

\textbf{Solution.} No current flows in depth, so $V$ does not depend on $z$. The hole density is $Ne^{-\psi/U}$. The electron density is $Ne^{(\psi-2\phi-V)/U}$, because $n_i^2/N=Ne^{-2\phi/U}$. Poisson's equation reads
\[
\frac{d^2\psi}{dz^2}=\frac{eN}{\varepsilon}\left[1-e^{-\psi/U}+e^{(\psi-2\phi-V)/U}\right].
\]
Multiply by $2\,d\psi/dz$ and integrate from the neutral body, where $\psi$ and the field vanish. With $F=|d\psi/dz|$,
\[
F^2=\frac{2eN}{\varepsilon}\left[\psi-U+Ue^{-\psi/U}+Ue^{-(2\phi+V)/U}\left(e^{\psi/U}-1\right)\right].
\]
At the surface $\psi_s\gg U$, so $e^{-\psi_s/U}$ and the $-1$ beside $e^{\psi_s/U}$ may be dropped. Gauss's law makes the oxide voltage $G-\psi_s=\varepsilon F/C$. Hence
\begin{equation}
G=\psi_s+\gamma\sqrt{\psi_s-U+Ue^{a}},\qquad a=\frac{\psi_s-2\phi-V}{U}.
\label{gate}
\end{equation}

The root contains the total body charge. In the charge-sheet approximation the electrons form a layer so thin that no potential drops across it. The depletion charge is then what it would be without electrons at the same $\psi_s$, namely $\gamma\sqrt{\psi_s-U}$ in units of $C$, and
\begin{equation}
Q=G-\psi_s-\gamma\sqrt{\psi_s-U}.
\label{sheet}
\end{equation}

The error can be estimated from the definition $Q=(e/C)\int n\,dz=(e/C)\int n\,d\psi/F$. In weak inversion electrons do not affect $F$. Put $\psi=\psi_s-Ut$ and $Y=\psi_s-U$:
\[
Q\simeq\frac{\gamma U e^a}{2}\int_0 \frac{e^{-t}\,dt}{\sqrt{Y-Ut}}
\simeq\frac{\gamma Ue^a}{2\sqrt Y}\left(1+\frac{U}{2Y}\right).
\]
The weight $e^{-t}$ confines the integral to $t$ of order one, which justifies expanding the root. Expanding (\ref{gate}) and (\ref{sheet}) for small $e^a$ gives the same prefactor without the bracket. The charge sheet is therefore too small by a fraction of about $U/(2Y)$.

\section*{(b) Linearisation at pinch-off}

\textit{Find the surface potential $\psi_P$ at which (\ref{sheet}) vanishes, and expand $Q$ about it at fixed gate voltage.}

\textbf{Solution.} Write $y=\psi_P-U$. Then $y+\gamma\sqrt y=G-U$, a quadratic equation for $\sqrt y$ whose positive root is
\[
\sqrt y=\tfrac12\left[-\gamma+\sqrt{\gamma^2+4(G-U)}\right].
\]
Let $\delta=\psi_P-\psi_s$. Since
\[
-\gamma\sqrt{y-\delta}=-\gamma\sqrt y+\frac{\gamma\delta}{2\sqrt y}+\frac{\gamma\delta^2}{8y^{3/2}}+\dots,
\]
equation (\ref{sheet}) becomes
\begin{equation}
Q=n\delta+\frac{\gamma\delta^2}{8y^{3/2}}+\dots,\qquad n=1+\frac{\gamma}{2\sqrt y}.
\label{lin}
\end{equation}
Keep the linear term and define the dimensionless charge $q=Q/(2nU)$. Then
\begin{equation}
Q=n(\psi_P-\psi_s),\qquad \psi_s=\psi_P-2Uq.
\label{psi}
\end{equation}
The slope factor $n$ exceeds 1 because a fall in $\psi_s$ also releases depletion charge, which mobile charge replaces.

The neglected term, relative to $n\delta$, is $\gamma\delta/(8ny^{3/2})$. Using $\gamma/(2\sqrt y)=n-1$ and $\delta=2Uq$, this equals $(n-1)Uq/(2ny)$. Linearisation needs this ratio to be small.

For device A,
\[
\sqrt y=\tfrac12\left[-0.2605+\sqrt{0.2605^2+4(1.2-0.02585)}\right]=0.9611,
\]
in $\mathrm{V^{1/2}}$, so $y=0.9238$ V, $\psi_P=0.9496$ V and $n=1+0.2605/(2\times0.9611)=1.1355$.

\section*{(c) Charge and channel voltage}

\textit{Eliminate $\psi_s$ to relate $q$ to $v=V/U$. Is linearisation sufficient to give a relation free of the body factor, apart from a constant?}

\textbf{Solution.} By (\ref{gate}) and (\ref{sheet}), $Q+\gamma\sqrt{\psi_s-U}=\gamma\sqrt{\psi_s-U+Ue^a}$. Squaring and cancelling $\gamma^2(\psi_s-U)$ gives
\[
Q\left(Q+2\gamma\sqrt{\psi_s-U}\right)=\gamma^2Ue^a.
\]
Insert $Q=2nUq$ and (\ref{psi}), then divide by $\gamma^2U$:
\[
\frac{4n}{\gamma^2}\,q\left(nUq+\gamma\sqrt{y-2Uq}\right)=e^a.
\]
Take $\gamma\sqrt y$ out of the bracket. The prefactor becomes $4n\sqrt y/\gamma=2n/(n-1)$, and what remains of the bracket is $e^{K}$ with
\[
K(q)=\ln\frac{nUq+\gamma\sqrt{y-2Uq}}{\gamma\sqrt y},\qquad K(0)=0.
\]
Also $a=(\psi_P-2\phi)/U-2q-v$. Taking the logarithm,
\begin{equation}
2q+\ln q+K(q)=v_p-v,\qquad
v_p=\frac{\psi_P-2\phi}{U}-\ln\frac{2n}{n-1}.
\label{full}
\end{equation}
Linearisation alone is thus not sufficient. A second approximation is needed: the slowly varying logarithm is frozen at its weak-inversion value, $K=0$. The EKV relation follows:
\begin{equation}
\boxed{2q+\ln q=v_p-v}
\label{ekv}
\end{equation}

To see what $K$ costs, compare (\ref{full}) and (\ref{ekv}) at the same voltage. To first order $(2+1/q)\,\Delta q=-K$, so including $K$ changes the charge by the fraction $-K/(2q+1)$. Since $\sqrt{y-2Uq}\le\sqrt y$, $K\le\ln[1+nUq/(\gamma\sqrt y)]$, which grows more slowly than $2q$.

The left side of (\ref{ekv}) has derivative $2+1/q>0$ and runs from $-\infty$ to $\infty$, so there is one positive solution for every voltage. Exponentiating and multiplying by 2 gives $2q\,e^{2q}=2e^{v_p-v}$, hence $q=\frac12W_0(2e^{v_p-v})$, where the Lambert function $W_0$ solves $W_0e^{W_0}=x$ for $x>0$. The two limits are
\[
q\simeq e^{v_p-v}\ \ (v_p-v\ll-1),\qquad q\simeq\tfrac12(v_p-v)\ \ (v_p-v\gg1).
\]
The first is Boltzmann's exponential; in the second, charge is linear in voltage, as on a capacitor.

For device A, $\psi_P/U=36.733$, $2\phi/U=2\ln10^7=32.236$ and $\ln[2n/(n-1)]=2.819$, so $v_p=1.678$ and the pinch-off voltage is $Uv_p=0.0434$ V. Solving (\ref{ekv}) at the source gives $q_S=0.8947$: indeed $2q_S+\ln q_S=1.7895-0.1112=1.6783$. This is moderate inversion, where neither limit applies. Here $K(q_S)=0.0765$, so freezing the logarithm raises the charge by about $0.0765/2.789=2.7\%$.

\section*{(d) Current between source and drain}

\textit{Find the drain current in terms of $q_S$ and $q_D$, and identify drift and diffusion.}

\textbf{Solution.} Count the current $I$ positive when it enters the drain. The gradient of the quasi-Fermi voltage drives it:
\[
I=\mu WCQ\,\frac{dV}{dx}.
\]
In the steady state without recombination, $I$ is the same at every $x$. Integrating over the channel, with $Q=2nUq$ and $dV=U\,dv$,
\[
I=\mu\frac WL C\int_{V_S}^{V_D}Q\,dV=I_0\int_{v_S}^{v_D}q\,dv,
\qquad I_0=2n\mu CU^2\frac WL .
\]
The gate voltage, and therefore $n$ and $v_p$, is constant along the channel. Differentiating (\ref{ekv}) gives $dv=-(2+1/q)\,dq$, so $q\,dv=-(2q+1)\,dq$. The minus sign exchanges the limits:
\begin{equation}
\boxed{i\equiv\frac{I}{I_0}=\int_{q_D}^{q_S}(2q+1)\,dq=(q_S^2+q_S)-(q_D^2+q_D)}
\label{current}
\end{equation}

To identify the terms, use $d\psi_s=-2U\,dq$ from (\ref{psi}). Then $dV=-2U\,dq-U\,dq/q=d\psi_s-U\,dQ/Q$, or
\[
Q\,dV=Q\,d\psi_s-U\,dQ .
\]
The first term is drift in the gradient of the surface potential. The second is diffusion with coefficient $\mu U$, the Einstein relation. Integrated from source to drain they give $2nU^2(q_S^2-q_D^2)$ and $2nU^2(q_S-q_D)$. In this model the quadratic terms of (\ref{current}) are drift and the linear terms diffusion, equal in saturation when $q_S=1$.

With $V_P=Uv_p$, the limits of (c) give
\begin{align*}
\text{weak:}\quad I&\simeq I_0e^{v_p}\left(e^{-v_S}-e^{-v_D}\right),\\
\text{strong:}\quad I&\simeq\frac{n\mu CW}{2L}\left[(V_P-V_S)^2-(V_P-V_D)^2\right].
\end{align*}
The strong form requires both ends to be strongly inverted. If the drain is pinched off, its term is dropped. Because $\ln q$ is neglected, the form is approached slowly: in saturation it exceeds (\ref{current}) by 13\% at $v_p-v_S=12.5$ and still by 6\% at $v_p-v_S=100$.

For device A,
\[
I_0=2(1.1355)(0.04)(7.0834\times10^{-3})(0.025852)^2(10)\ \mathrm A=4.300\ \mu\mathrm A .
\]
At $V_D=0.5$ V, $q_D=2.1\times10^{-8}$ is negligible. This value is formal. The electron velocity $I/(WCQ)=\mu Ui/(Lq)$ passes the saturation velocity of silicon, about $10^5$ m/s, once $q$ falls below about $2\times10^{-3}$ for $L=10\ \mu$m. The model therefore does not describe the pinched-off end of the channel; it only shows that this end adds little to the current integral. Then $i=0.8006+0.8947=1.6953$ and $I=7.29\ \mu$A, of which drift carries $0.8006/1.6953=47\%$. At $V_D=0.05$ V, $q_D=0.3697$, so $i=1.6953-(0.1367+0.3697)=1.189$ and $I=5.11\ \mu$A.

\section*{(e) Transconductance per current}

\textit{Find $g_m/I$, where $g_m=\partial I/\partial G$ at fixed $V_S$ and $V_D$. When does it depend on $i$ alone?}

\textbf{Solution.} Let $u=v_p-v$. From (\ref{ekv}), $dq/du=q/(2q+1)$, so
\[
\frac{d(q^2+q)}{du}=(2q+1)\frac{q}{2q+1}=q .
\]
Hence $\partial i/\partial v_p=q_S-q_D$, and likewise $\partial i/\partial v_S=-q_S$.

The gate acts mainly through $\psi_P$. Differentiating $G=\psi_P+\gamma\sqrt{\psi_P-U}$ gives $dG/d\psi_P=n$. Neglect for now the gate dependence of $n$, both in $I_0$ and in the logarithm within $v_p$. Then $dv_p/dG=1/(nU)$ and $g_m=I_0(q_S-q_D)/(nU)$. The current factorises as $i=(q_S-q_D)(1+q_S+q_D)$, so
\begin{equation}
\frac{nUg_m}{I}=\frac{1}{1+q_S+q_D}.
\label{gmgen}
\end{equation}
Two charges appear, so this is not in general a function of $i$. In saturation, $q_D\ll q_S$ and $q_S^2+q_S=i$. The positive root is $q_S=\frac12(\sqrt{1+4i}-1)$, and
\begin{equation}
\boxed{\frac{nUg_m}{I}=\frac{2}{1+\sqrt{1+4i}}}
\label{curve}
\end{equation}
Doping, oxide thickness, mobility and dimensions enter only through $n$ and $I_0$; in this sense the curve is universal.

For $i\ll1$ it tends to 1, since an exponential current has a fixed logarithmic slope. For $i\gg1$ it tends to $1/\sqrt i$, as the square law requires: there $g_m/I=2/[n(V_P-V_S)]$ and $\sqrt i=(V_P-V_S)/(2U)$. The asymptotes cross at $i=1$, where the curve itself has the value $2/(1+\sqrt5)=0.618$.

For device A in saturation, (\ref{curve}) gives $1/(1+0.8947)=0.528$. With $nU=0.02936$ V, $g_m=7.2905\times0.52778/0.02936=131\ \mu$S. At $V_D=0.05$ V, (\ref{gmgen}) gives $1/(1+0.8947+0.3697)=0.442$. The saturation curve at the same $i=1.189$ would give 0.588, which shows that saturation is a real condition.

\section*{(f) Limits of universality}

\textit{Restore the gate dependence of $n$, and compare the model with a calculation that does not linearise the charge.}

\textbf{Solution.} From $n-1=\gamma/(2\sqrt y)$ and $dy/dG=1/n$,
\[
n'\equiv\frac{dn}{dG}=-\frac{\gamma}{4y^{3/2}}\,\frac1n=-\frac{n-1}{2ny}.
\]
Since $\frac{d}{dn}\ln\frac{2n}{n-1}=\frac1n-\frac1{n-1}=-\frac{1}{n(n-1)}$,
\[
U\frac{dv_p}{dG}=\frac1n+\frac{Un'}{n(n-1)}=\frac1n\left(1-\frac{U}{2ny}\right).
\]
The prefactor $I_0\propto n$ adds $n'/n$ to $g_m/I=d\ln I/dG$. With $s=U/(2ny)$,
\begin{equation}
\frac{nUg_m}{I}=\frac{1-s}{1+q_S+q_D}-(n-1)s .
\label{corr}
\end{equation}
In weak inversion and saturation this tends to $1-s-(n-1)s=1-ns=1-U/(2y)$, slightly below 1. The cause is visible in (a): the weak-inversion charge varies as $e^{\psi_P/U}/\sqrt y$, and the root in the denominator grows with the gate voltage.

For the comparison, the first integral of (a) is kept in full. The surface potential is found by numerical root finding, $Q=(e/C)\int n\,d\psi/F$ and $\int Q\,dV$ by Gauss--Legendre quadrature, and $g_m$ by central differences. This reference shares the assumptions of the Setting, so it measures the error of the reduction, not the distance from a real device.

For device A at $G=1.2$ V, the reference currents are 7.25 and 5.07 $\mu$A; the model is high by 0.5\% and 0.9\%. Two main errors of opposite sign enter the source charge, while linearisation itself lowers it by only about 0.1\%. Freezing $K$ raises it by about 2.7\%, and the charge sheet lowers it, because electrons increase $F$ and so make the true depletion charge, an integral over $d\psi/F$, smaller than $\gamma\sqrt{\psi_s-U}$. The estimate $U/(2y)=1.4\%$ from (a) holds for weak inversion and is only a guide here; the computed charge-sheet error at sixteen bias points that include this one is at most 1.8\%. The drift share, from $\int Q\,d\psi_s$ with the reference charge, is 46\% against 47\%. The reference transconductance in saturation is 127.5 $\mu$S, so (\ref{curve}) is 2.8\% high. With $s=0.0123$, (\ref{corr}) gives 0.5196 instead of 0.5278, hence 129.0 $\mu$S, and the excess falls to 1.2\%.

Deeper in weak inversion, at $G=0.85$ V and $V_D=1.2$ V, $1-U/(2y)=0.9791$ and the reference gives 0.9781. Most of the difference comes from the factor $1+U/(2y)$ found in (a), whose logarithmic slope adds $-2[U/(2y)]^2\simeq-0.0009$.

Device B has $N=3\times10^{17}\,\mathrm{cm^{-3}}$ and a 10 nm oxide, which raises $\gamma$ to $0.9024\,\mathrm{V^{1/2}}$. The table compares both devices at $V_S=0$, $V_D=1.2$ V. The current $i$ is the reference current divided by $I_0$, and (\ref{curve}) is evaluated at that $i$.

\begin{center}
\begin{tabular}{ccccc}
Device & $G$ (V) & $i$ & $nUg_m/I$, reference & Eq.~(\ref{curve})\\
A & 0.952 & 0.00143 & 0.980 & 0.999\\
A & 1.182 & 1.196 & 0.574 & 0.587\\
A & 1.520 & 34.3 & 0.153 & 0.157\\
B & 1.579 & 0.00361 & 0.979 & 0.996\\
B & 1.876 & 2.043 & 0.489 & 0.496\\
B & 2.305 & 41.1 & 0.142 & 0.144
\end{tabular}
\end{center}

The curve lies above the reference by 1.4 to 2.4\% in these cases (2.5\% for device A near $G=1.3$ V, between the rows), while $i$ spans more than four decades and $\gamma$ changes by a factor of 3.5. Universality is therefore a good approximation here, but not an identity.

The derivation fails when $\psi_P$ is not large compared with $U$, near flat band, because the dropped hole term then matters. It also fails in short channels, where the field along $x$ enters the electrostatics, and where the mobility depends on the field, since $\mu$ can then no longer be taken out of the current integral. Strong inversion also strains the assumptions of the Setting. In the last row of the table for each device, the electron density at the source surface is $Ne^{a}\simeq1.4\times10^{19}\,\mathrm{cm^{-3}}$, about half the effective density of states of the conduction band of silicon, $2.8\times10^{19}\,\mathrm{cm^{-3}}$. Fermi--Dirac statistics then lowers this surface density by about 8\%, but the charge-sheet value of $Q$ by only about 0.7\%. Quantum confinement matters more in a real device, and not only in strong inversion. In the first row for each device the surface field is already 0.15 (A) and 0.26 (B) MV/cm. A triangular-well estimate for silicon (100) puts the lowest subband about $1.9\,kT$ and $2.8\,kT$ above the band edge. It lowers the electron charge at given $\psi_s$ by factors of about 3 and 6, equivalent to shifts of about 27 and 45 mV in surface potential.
